# Proof and tests of Grover's formula for the second Rényi entropy, part 1

(Sections cited here and not found follow in the second part.)

Let a system of $n$ fermion modes have a density matrix that an auxiliary-field decoupling has written as a weighted sum of number-conserving Gaussian operators, $\rho=\sum_s P_s\,\rho_s$, and let $G(s)_{ij}=\mathrm{Tr}[\rho_s\,c_i c_j^\dagger]$ be the equal-time Green matrix of configuration $s$. For a subsystem $A$ of $n_A$ modes, with $G_A(s)$ the $n_A\times n_A$ block of $G(s)$ whose row and column indices lie in $A$, Grover's formula states

$$
e^{-S_2(A)}=\mathrm{Tr}\,\rho_A^2=\sum_{s,s'}P_s\,P_{s'}\,\det\big[G_A(s)\,G_A(s')+(1-G_A(s))(1-G_A(s'))\big].\tag{1}
$$

The two-replica average gives the purity $e^{-S_2}$, and the second Rényi entropy $S_2$ is minus the logarithm of the finished average. The configurations $s$ and $s'$ are independent, the Green matrices are cut down to $A$ before they are multiplied, and every configuration must have $\det(1+B_s)\neq0$, where $B_s$ is the one-particle propagator defined below. The formula is exact for the discretized density matrix at any time step, and it holds for negative or complex $P_s$. Rydberg atomic units are used: energies are in Ry, the inverse temperature $\beta$ and the time step $\Delta\tau$ are in $\mathrm{Ry}^{-1}$ with $k_B=1$, and entropies are in nats.

The Hubbard model supplies the concrete setting. On $N$ sites with two spin directions, so that $n=2N$,

$$
H=H_K+H_U,\qquad H_K=\sum_{\sigma}\sum_{ij}K_{ij}\,c^\dagger_{i\sigma}c_{j\sigma},\qquad H_U=U\sum_i\left(n_{i\uparrow}-\tfrac12\right)\left(n_{i\downarrow}-\tfrac12\right),
$$

where the real symmetric matrix $K$ holds the hopping $-t$ on bonds and $-\mu$ on the diagonal, and $U>0$. With $\beta=L\,\Delta\tau$, the operator $e^{-\beta H}$ is replaced by $T^L$, where

$$
T=e^{-\Delta\tau H_K/2}\,e^{-\Delta\tau H_U}\,e^{-\Delta\tau H_K/2}.
$$

This $T$ has the form $YQY$ with $Y$ and $Q$ Hermitian and positive, so it is Hermitian and positive, and $\rho=T^L/\mathrm{Tr}\,T^L$ is a genuine density matrix. Its distance from the thermal one follows from $T(\Delta\tau)\,T(-\Delta\tau)=1$, which is read off by cancelling the factors from the middle outward. This relation makes $\ln T$ an odd function of $\Delta\tau$, so $\ln T=-\Delta\tau H+O(\Delta\tau^3)$, and multiplying by $L=\beta/\Delta\tau$ gives $T^L=\exp[-\beta(H+O(\Delta\tau^2))]$. Expectation values in $\rho$ and its purity therefore have an error of order $\Delta\tau^2$ or smaller, and this is the only approximation in the whole argument.

The interaction factor is a product over sites, and each site factor is diagonal in the four states empty, up, down and doubly occupied. The product $(n_\uparrow-\frac12)(n_\downarrow-\frac12)$ equals $+\frac14$ for the empty and doubly occupied states and $-\frac14$ for the singly occupied ones. The discrete Hubbard–Stratonovich transformation in the spin channel reads

$$
e^{-\Delta\tau U(n_\uparrow-\frac12)(n_\downarrow-\frac12)}=\tfrac12\,e^{-\Delta\tau U/4}\sum_{s=\pm1}e^{\lambda s(n_\uparrow-n_\downarrow)},\qquad\cosh\lambda=e^{\Delta\tau U/2}.\tag{2}
$$

For $n_\uparrow=n_\downarrow$ the sum is $2$ and the right side is $e^{-\Delta\tau U/4}$, as required. For single occupancy the sum is $2\cosh\lambda$ and the right side is $e^{-\Delta\tau U/4}e^{\Delta\tau U/2}=e^{+\Delta\tau U/4}$, as required. The charge channel gives an equally exact alternative,

$$
e^{-\Delta\tau U(n_\uparrow-\frac12)(n_\downarrow-\frac12)}=\tfrac12\,e^{+\Delta\tau U/4}\sum_{s=\pm1}e^{i\lambda s(n_\uparrow+n_\downarrow-1)},\qquad\cos\lambda=e^{-\Delta\tau U/2},\tag{3}
$$

since single occupancy now gives the sum $2$ and the value $e^{+\Delta\tau U/4}$, while $n_\uparrow+n_\downarrow-1=\pm1$ gives $2\cos\lambda$ and the value $e^{\Delta\tau U/4}e^{-\Delta\tau U/2}=e^{-\Delta\tau U/4}$. Inserting (2) or (3) at every site $i$ and slice $l$ turns $T^L$ into a sum over $2^{NL}$ field configurations $s=\{s_{il}\}$, each term a number times a product of exponentials of one-body operators $\sum h_{ij}c_i^\dagger c_j$. No term contains $cc$ or $c^\dagger c^\dagger$; a decoupling in the pairing channel would, and (1) in this form would not apply to it.

Such products are handled with one construction. Number the modes $1,\dots,n$ and label the Fock basis by ordered sets, $|J\rangle=c^\dagger_{j_1}\cdots c^\dagger_{j_k}|0\rangle$ with $j_1<\dots<j_k$. For any complex $n\times n$ matrix $X$, invertible or not, put $x_j^\dagger=\sum_i X_{ij}c_i^\dagger$ and define the linear operator $\Gamma(X)$ by

$$
\Gamma(X)\,c^\dagger_{j_1}\cdots c^\dagger_{j_k}|0\rangle=x^\dagger_{j_1}\cdots x^\dagger_{j_k}|0\rangle,\qquad\Gamma(X)|0\rangle=|0\rangle.\tag{4}
$$

The definition is made for increasing indices, but it holds for indices in any order and with repeats. The $x_j^\dagger$ are linear combinations of creation operators, so they anticommute among themselves and square to zero; both sides of (4) change sign under exchange of two neighbouring indices and vanish when two indices coincide. Four properties follow.

The matrix elements are minors. Expanding the right side of (4) gives $\sum_{i_1\dots i_k}X_{i_1j_1}\cdots X_{i_kj_k}\,c^\dagger_{i_1}\cdots c^\dagger_{i_k}|0\rangle$. Terms with a repeated index vanish. The others are grouped by the set $I$ of their indices, and sorting the creation operators into increasing order gives the sign of the sorting permutation. The signed sum over permutations is the Leibniz formula for a determinant, so

$$
\langle I|\Gamma(X)|J\rangle=\det X_{I,J}\quad\text{for }|I|=|J|,\tag{5}
$$

and zero otherwise, where $X_{I,J}$ is the submatrix with rows $I$ and columns $J$ and the empty determinant is $1$.

Creation operators pass through $\Gamma$ by a linear substitution. Applying (4) to the string $c_j^\dagger c^\dagger_{j_1}\cdots c^\dagger_{j_k}|0\rangle$ gives $x_j^\dagger$ times $\Gamma(X)|J\rangle$, for every basis state, so

$$
\Gamma(X)\,c_j^\dagger=\sum_iX_{ij}\,c_i^\dagger\,\Gamma(X).\tag{6}
$$

Conversely, an operator that obeys (6) and leaves the vacuum fixed is $\Gamma(X)$, because moving it through the creation operators of $|J\rangle$ one at a time reproduces (4). This converse gives the product rule. Using (6) twice,

$$
\Gamma(X)\Gamma(Y)\,c_j^\dagger=\Gamma(X)\sum_kY_{kj}c_k^\dagger\,\Gamma(Y)=\sum_{i}\Big(\sum_kX_{ik}Y_{kj}\Big)c_i^\dagger\,\Gamma(X)\Gamma(Y),
$$

and the vacuum is fixed by both factors, so

$$
\Gamma(X)\,\Gamma(Y)=\Gamma(XY).\tag{7}
$$

The same converse identifies the exponentials. Let $\hat h=\sum_{ab}h_{ab}c_a^\dagger c_b$ with any complex $h$. From $[c_a^\dagger c_b,c_j^\dagger]=c_a^\dagger\{c_b,c_j^\dagger\}-\{c_a^\dagger,c_j^\dagger\}c_b=\delta_{bj}c_a^\dagger$ one has $[\hat h,c_j^\dagger]=\sum_ah_{aj}c_a^\dagger$. The operators $F_j(\tau)=e^{\tau\hat h}c_j^\dagger e^{-\tau\hat h}$ then obey $dF_j/d\tau=\sum_ah_{aj}F_a$ with $F_j(0)=c_j^\dagger$. The expression $\sum_i(e^{\tau h})_{ij}c_i^\dagger$ obeys the same equation, because its derivative is $\sum_{i,a}(e^{\tau h})_{ia}h_{aj}c_i^\dagger$, and it has the same initial value, so the two agree. At $\tau=1$ this is (6) with $X=e^h$, and $\hat h|0\rangle=0$ fixes the vacuum, so $e^{\hat h}=\Gamma(e^h)$.

The trace is a determinant. By (5), $\mathrm{Tr}\,\Gamma(X)=\sum_I\det X_{I,I}$. On the other side, column $j$ of $1+X$ is $e_j+X_{\cdot j}$, and the determinant is linear in each column, so $\det(1+X)$ is a sum of $2^n$ determinants, one for each set $I$ of columns taken from $X$ with the rest taken as unit vectors. Expanding along a unit column $e_j$ in position $j$ deletes row $j$ and column $j$ with sign $(-1)^{2j}=+1$, and what remains is $\det X_{I,I}$. Hence

$$
\mathrm{Tr}\,\Gamma(X)=\det(1+X).\tag{8}
$$

With these rules each term of $T^L$ collapses to a single $\Gamma$. Let $h=e^{-\Delta\tau K/2}$ and let $D_l^\sigma$ be the diagonal matrix with entries $e^{\sigma\lambda s_{il}}$, $\sigma=\pm1$, in the spin channel, or $e^{i\lambda s_{il}}$ for both spins in the charge channel. Then

$$
T^L=\sum_s a_s\,\Gamma(B_s),\qquad B_s=B_s^\uparrow\oplus B_s^\downarrow,\qquad B^\sigma_s=(hD_L^\sigma h)\cdots(hD_1^\sigma h),
$$

with $a_s=(\frac12e^{-\Delta\tau U/4})^{NL}$ from (2) or $a_s=(\frac12e^{\Delta\tau U/4})^{NL}e^{-i\lambda\sum s_{il}}$ from (3). By (8), $Z=\mathrm{Tr}\,T^L=\sum_sw_s$ with $w_s=a_s\det(1+B_s)$. Dividing and multiplying each term by its own trace, which is where $\det(1+B_s)\ne0$ is needed,

$$
\rho=\sum_sP_s\,\rho_s,\qquad P_s=\frac{w_s}{Z},\qquad\rho_s=\frac{\Gamma(B_s)}{\det(1+B_s)}.\tag{9}
$$

Each $\rho_s$ has unit trace, but $B_s$ is a product of non-commuting matrices and is in general not Hermitian, so $\rho_s$ is in general neither Hermitian nor positive. The sum is a state; a single term need not be one. Nothing below uses hermiticity or diagonalizability of $B_s$.

The Green matrix of one configuration follows from (6). Drop the label $s$ and write $z=\det(1+B)$. The anticommutator $c_ic_j^\dagger=\delta_{ij}-c_j^\dagger c_i$, then (6), then cyclicity of the trace give

$$
z\,G_{ij}=\mathrm{Tr}[\Gamma c_ic_j^\dagger]=\delta_{ij}z-\mathrm{Tr}[\Gamma c_j^\dagger c_i]=\delta_{ij}z-\sum_kB_{kj}\mathrm{Tr}[c_k^\dagger\Gamma c_i]=\delta_{ij}z-\sum_kB_{kj}\mathrm{Tr}[\Gamma c_ic_k^\dagger].
$$

The last trace is $zG_{ik}$, so $G=1-GB$, that is

$$
G=(1+B)^{-1},\qquad 1-G=GB=BG.\tag{10}
$$

The trace here is the ordinary one on Fock space, so no sign arises when $c_k^\dagger$ is moved cyclically from the left end to the right end.

The reduced density matrix needs a definition that respects the fermion signs. Number the modes of $A$ first and those of the complement $\bar A$ after them, and identify the basis state $|I,J\rangle=c_I^\dagger c_J^\dagger|0\rangle$, with $I\subseteq A$ and $J\subseteq\bar A$, with $|I\rangle\otimes|J\rangle$. A creation operator of a mode in $A$, acting from the left, has to be moved only past operators in $c_I^\dagger$ to reach its place. An annihilation operator of a mode in $A$ either finds its partner in $c_I^\dagger$ or passes through and meets $c_J^\dagger|0\rangle$, which it annihilates just as it would the vacuum. Every operator $O$ built from modes of $A$ therefore acts as $O\otimes1$, and

$$
\mathrm{Tr}[\rho\,O]=\mathrm{Tr}_A[\rho_A\,O],\qquad\langle I|\rho_A|I'\rangle=\sum_J\langle I,J|\rho|I',J\rangle.\tag{11}
$$

Since products of the $c_i,c_i^\dagger$ of $A$ span all operators on the Fock space of $A$, the first equation fixes $\rho_A$ uniquely, and it refers only to expectation values, so the result does not depend on the numbering. The second equation does depend on it. Tracing out a mode that stands between two modes of $A$ by naive reshaping of a Jordan–Wigner matrix gives the reduced density matrix of a spin system, which in general differs from $\rho_A$ by signs that depend on the occupation of the traced modes. These signs cancel in special cases, for instance when the traced modes only separate the up modes of $A$ from its down modes and $N_\uparrow$, $N_\downarrow$ are conserved. The partial trace is linear, so $\rho_A=\sum_sP_s\rho_{s,A}$.

The central step is a generating function. Let $X$ be any $n_A\times n_A$ matrix and $D=X\oplus1$ its extension by the identity on $\bar A$. By (4), $\Gamma(D)$ replaces the creation operators in $c_I^\dagger$ by the $x^\dagger$ and leaves those in $c_J^\dagger$ alone, so $\Gamma(D)=\Gamma_A(X)\otimes1$. Equations (11), (7) and (8) give

$$
\mathrm{Tr}_A[\rho_{s,A}\Gamma_A(X)]=\frac{\mathrm{Tr}[\Gamma(B)\Gamma(D)]}{\det(1+B)}=\frac{\det(1+BD)}{\det(1+B)}.
$$

Write $1+BD=(1+B)+B(D-1)=(1+B)\,[1+GB(D-1)]$ and use $GB=1-G$ from (10). The factor $\det(1+B)$ cancels. The matrix $D-1$ vanishes outside its $AA$ block, where it is $X-1$, so the columns of $(1-G)(D-1)$ that belong to $\bar A$ are zero, and

$$
1+(1-G)(D-1)=\begin{pmatrix}1+(1-G_A)(X-1)&0\\-G_{\bar AA}(X-1)&1\end{pmatrix}.
$$

The determinant of a block-triangular matrix is the product of the determinants of the diagonal blocks, and $1+(1-G_A)X-(1-G_A)=G_A+(1-G_A)X$. Thus

$$
\mathrm{Tr}_A[\rho_{s,A}\,\Gamma_A(X)]=\det\big[G_A+(1-G_A)X\big]\quad\text{for every }X.\tag{12}
$$

This is where the restriction to $A$ enters: the rest of the system survives only through the values of the block $G_A$, which come from inverting $1+B$ on all modes. The block of the inverse is meant, not the inverse of the block $(1+B)_{AA}$.

Equation (12) determines $\rho_{s,A}$. Suppose first that $G_A$ is invertible, put $M=G_A^{-1}-1$, and consider the candidate $\tilde\rho=\det(G_A)\,\Gamma_A(M)$. By (7) and (8) on the Fock space of $A$,

$$
\mathrm{Tr}_A[\tilde\rho\,\Gamma_A(X)]=\det G_A\,\det(1+MX)=\det(G_A+G_AMX)=\det[G_A+(1-G_A)X],
$$

since $G_AM=1-G_A$. The difference $\Delta=\rho_{s,A}-\tilde\rho$ therefore satisfies $\mathrm{Tr}_A[\Delta\,\Gamma_A(X)]=0$ for all $X$, and it remains to show that this forces $\Delta=0$. Both operators conserve the particle number of $A$. For $\tilde\rho$ this is (5). For $\rho_{s,A}$ it follows from (11), because $\langle I,J|\Gamma(B)|I',J\rangle$ vanishes unless $|I|+|J|=|I'|+|J|$. Only elements $\Delta_{JI}$ with $|I|=|J|$ can be nonzero, and the condition reads $\sum_{I,J}\Delta_{JI}\det X_{I,J}=0$. Fix two ordered sets $I_0=\{i_1<\dots<i_k\}$ and $J_0=\{j_1<\dots<j_k\}$ in $A$ and choose $X_{i_aj_a}=x$ for $a=1,\dots,k$, with all other entries zero. A minor $\det X_{I,J}$ vanishes if it contains a zero row or column, so $I$ must be a subset of $I_0$ and $J$ the matching subset of $J_0$; the submatrix is then $x$ times the identity, because both sets are ordered, and the minor is $x^{|I|}$. The condition is a polynomial in $x$ that vanishes identically, and its coefficient of $x^k$ comes from $I=I_0$, $J=J_0$ alone. Hence $\Delta_{J_0I_0}=0$ for every such pair, and

$$
\rho_{s,A}=\det(G_A)\;\Gamma_A\!\left(G_A^{-1}-1\right).\tag{13}
$$

When $M$ has a logarithm, (13) is the familiar form $\det(G_A)\exp[c^\dagger\ln(G_A^{-1}-1)\,c]$, but the logarithm of a non-Hermitian matrix with possibly negative or zero eigenvalues is a needless complication, and (13) avoids it. For a single mode, (13) is $G|0\rangle\langle0|+(1-G)|1\rangle\langle1|$, which agrees with $G=\langle cc^\dagger\rangle$ being the weight of the empty state.

The overlap of two configurations is now one line. Write $G_1=G_A(s)$ and $G_2=G_A(s')$, use (13) for the second operator and (12), with $X=G_2^{-1}-1$, for the first:

$$
\mathrm{Tr}_A[\rho_{s,A}\rho_{s',A}]=\det\big[G_1+(1-G_1)(G_2^{-1}-1)\big]\det G_2=\det\big[G_1G_2+(1-G_1)(1-G_2)\big],\tag{14}
$$

where the last step multiplies the bracket by $G_2$ from the right and uses $(G_2^{-1}-1)G_2=1-G_2$. The matrices $G_1$ and $G_2$ do not commute, and the order has to be the same in both products. Reversing it in both leaves the determinant unchanged, because the left side of (14) is symmetric by cyclicity of the trace; reversing it in one product only has no such justification.

Invertibility of $G_2$ was used on the way but is not needed for the result. Both ends of (14) are continuous functions of the matrix $B_{s'}$ wherever $\det(1+B_{s'})\ne0$: the left end because $\Gamma(B)$ is a polynomial in the entries of $B$, the right end because $G$ is a ratio of polynomials with denominator $\det(1+B)$. The function $\det(1+B)^{n_A}\det G_A$ is a polynomial in the entries of $B$ that equals $1$ at $B=0$. A polynomial that is not identically zero cannot vanish on an open set, so matrices $B$ with invertible $G_A$ lie arbitrarily close to any given one, and (14) extends to singular $G_2$ by taking the limit. Squaring $\rho_A=\sum_sP_s\rho_{s,A}$, taking the trace and inserting (14) term by term gives (1).

Three features of the formula follow directly. First, when $B_s$ is block diagonal in spin, so are $G$, $G_A$ and the matrix in (14), and the determinant is the product $\mathcal D(s,s')=\mathcal D^\uparrow\mathcal D^\downarrow$ of one determinant per spin. The numbering with $A$ first only permutes rows and columns together, which changes no determinant. Second, the convention for $G$ does not matter. The matrix in (14) is unchanged by $G\to1-G$, and transposing both $G_1$ and $G_2$ gives the transpose of the matrix with the replicas exchanged, which has the same determinant. The correlation matrix $\langle c_i^\dagger c_j\rangle=(1-G^{T})_{ij}$ may therefore be inserted in place of $G$, provided both replicas are treated alike. Third, no geometry has been changed. The purity can also be written as a ratio of partition functions in which two copies of the system are joined along $A$ in imaginary time; here the two copies are ordinary, uncoupled simulations, and the joining is done entirely by the measured determinant.

Grover's formula (1) is now proved for the discretized density matrix, provided every configuration has $\det(1+B_s)\neq0$. What remains is the ground-state limit, the limiting cases, the treatment of signs and sampling, and the numerical tests on small Hubbard clusters.
